Capacitance of two coplanar strips on a dielectric interface

**Problem**

Two long, thin metal strips lie in the plane y = 0. One occupies a < x < b, the other −b < x < −a, and they run along the third direction. The half-space y < 0 has permittivity ε₁ = 9ε₀, and the half-space y > 0 has ε₂ = ε₀. Both dielectrics are uniform, isotropic and lossless. The strips are perfect conductors of zero thickness, and there is no other conductor nearby. They carry charges +Q and −Q per unit length and have potentials +V/2 and −V/2. Their mutual capacitance per unit length is C = Q/V.

(i) Estimate C for b = √2 a.

(ii) Find C for any b > a, and evaluate it for b = √2 a and for b = 2a.

(iii) For a = 5 µm, b = √2 a, V = 100 V and an electrode length of 1 mm, find the charge on each electrode and the field in the slot.

**First estimate by scaling**

In two dimensions, C divided by a permittivity is a pure number, so it can depend on b/a but not on a itself. To estimate that number, replace each strip by a round wire. Take its radius r₀ to be half the strip width, r₀ = (b − a)/2, and let the distance between the wires be that between the strip centres, d = a + b.

At distance r from one wire the flux crosses a half-circle of length πr in each dielectric. If the field is equally strong in both, Gauss's law gives

Q = πr(ε₁ + ε₂)E, so E = Q/[π(ε₁ + ε₂)r].

Integrating E for the two opposite wires gives the potential

φ = Q/[π(ε₁ + ε₂)] · ln(r₋/r₊),

where r₊ and r₋ are the distances from the positive and the negative wire. On the positive wire the logarithm is about ln(d/r₀), and on the negative wire it is minus that. Hence V = 2Q ln(d/r₀)/[π(ε₁ + ε₂)], and

C ≈ π(ε₁ + ε₂)/[2 ln(d/r₀)].

For b = √2 a, d/r₀ = 2(√2 + 1)/(√2 − 1) = 11.7, whose logarithm is 2.46. With ε₁ + ε₂ = 10ε₀ and ε₀ = 8.854 pF/m, the estimate is C ≈ 5π × 8.854/2.46 ≈ 57 pF/m. The weak point is r₀: a flat strip has no radius, and half its width is a guess.

**Exact solution**

*Separating the half-spaces.* Look for a potential that is even in y and smooth across the uncovered parts of the interface. On those parts its normal derivative is then zero. The normal component of D vanishes on both sides there, and so is continuous whatever ε₁ and ε₂ are. The tangential field is continuous because φ is.

Such a potential with the right strip values therefore meets every condition. It is also the only solution of finite energy that vanishes at infinity. The difference u of two such solutions is zero on the strips and falls off at least as 1/r, so integration by parts gives ∫ε|∇u|² dA = 0, and u = 0.

It remains to solve Laplace's equation in y > 0 with φ = ±V/2 on the strips and ∂φ/∂y = 0 on the rest of the line.

*Mapping to a rectangle.* Let z = x + iy and define w = u + iv (u now being a coordinate) by w(0) = 0 and

dw/dz = b/√[(a² − z²)(b² − z²)],

with the root positive in the slot |x| < a. Set k = a/b and k′ = √(1 − k²). The complete elliptic integral of modulus k is

K(k) = ∫₀¹ ds/√[(1 − s²)(1 − k²s²)].

Software often takes k² as its argument instead of k.

Follow w as z moves to the right along the real axis.

From 0 to a, put x = as. Then

w(a) = ∫₀¹ ab ds/[a√(1 − s²) · b√(1 − k²s²)] = K(k).

To pass the point a inside the upper half-plane, write z = a + ρe^{iϑ} with ϑ falling from π to 0. The factor a − z = ρe^{i(ϑ−π)} turns by −π, so its inverse square root gains a factor e^{iπ/2} = i. On the strip, therefore,

dw/dx = ib/√[(x² − a²)(b² − x²)],

and w moves straight up. To find how far, put x² = b²(1 − k′²s²). Then

b² − x² = b²k′²s²,
x² − a² = b²k′²(1 − s²),
|dx| = bk′²s ds/√(1 − k′²s²).

The factors b²k′²s cancel, and

∫ₐᵇ b dx/√[(x² − a²)(b² − x²)] = ∫₀¹ ds/√[(1 − s²)(1 − k′²s²)] = K(k′).

Passing b gives a second factor i, so dw/dx becomes negative and w moves to the left. The substitution x = ab/t turns the distance covered from x = b to infinity into ∫₀ᵃ b dt/√[(a² − t²)(b² − t²)] = K(k). Infinity therefore lands at w = iK(k′). The negative axis gives the mirror image.

The boundary of the half-plane thus goes once around a rectangle of width 2K(k) and height K(k′), and the interior maps one-to-one onto the interior. The strips are the two vertical sides. The slot is the bottom side, and the outer interface is the top side.

*Potential and charge.* A conformal map keeps Laplace's equation and keeps insulating boundaries insulating. In the rectangle the solution is the uniform field

φ = Vu/[2K(k)],

which equals ±V/2 on the vertical sides, has no v-derivative on the horizontal ones, and is zero at the image of infinity. Back in the z-plane the field strength is

|E| = V/[2K(k)] · |dw/dz|.

The charge on the face of the positive strip that touches dielectric i is ε_i∫|E|dx from a to b, which is ε_iVK(k′)/[2K(k)]. Adding the two faces gives

C = (ε₁ + ε₂)K(k′)/[2K(k)].

*The two geometries.* For b = √2 a, k² = 1/2 and k′² = 1 − 1/2 = 1/2. The two elliptic integrals are equal and cancel:

C = (9 + 1)ε₀/2 = 5ε₀ = 5 × 8.8542 pF/m = 44.3 pF/m.

The lower dielectric contributes 39.8 pF/m and the air 4.4 pF/m. Each half-space acts as a parallel-plate capacitor whose plates are half as high as they are far apart.

Because the integrals cancel, this case cannot show whether their ratio has been written the right way up. The case b = 2a can. There k = 1/2, K(k) = 1.68575 and K(k′) = 2.15652, so

C = 5ε₀ × 2.15652/1.68575 = 56.6 pF/m.

At fixed a, wider strips have a larger capacitance, as they should. This value lies close to the first estimate for b = √2 a, but it belongs to another geometry and does not support that estimate.

*Charge and slot field.* With a = 5 µm, the slot is 10 µm wide and each strip 2.07 µm. A length of 1 mm has capacitance 44.3 fF, and at 100 V each electrode carries 44.3 fF × 100 V = 4.43 pC in magnitude. In the slot

|E| = Vb/{2K(k)√[(a² − x²)(b² − x²)]}.

At the centre the factor b/(ab) leaves V/[2K(k)a]. Here K(k) = 1.85407, so

|E(0)| = 100 V/(2 × 1.85407 × 5 µm) = 5.39 V/µm = 0.054 MV/cm.

The mean slot field is 100 V/10 µm = 0.100 MV/cm. The centre lies below the mean because the field rises towards the edges. At a small distance δ from an edge, a² − x² ≈ 2aδ and b² − x² ≈ a², so for b = √2 a

|E| ≈ V/[2K(k)√(aδ)].

This diverges at δ = 0, but its integral is finite, and so are V and Q. The peak field of a real electrode depends on the shape of its edge, which this model leaves out.

**Comparison**

The first estimate, 57 pF/m, is 28% above the exact value. The limit of narrow strips shows how much of this comes from the guessed radius. In the definition of K(k), put s = cos α and then p = tan α. This gives

K(k) = ∫₀^∞ dp/√[(1 + p²)(p² + k′²)].

The substitution p → k′/p exchanges the ranges below and above √k′ and leaves the integrand unchanged in form, so K(k) is twice the integral from 0 to √k′. For narrow strips k′ → 0. In that range p² ≤ k′, so 1 + p² → 1, and

K(k) ≈ 2 arsinh(1/√k′) ≈ 2 ln(2/√k′) = ln(4/k′).

In the same limit K(k′) → π/2, so

C ≈ π(ε₁ + ε₂)/[4 ln(4/k′)] = π(ε₁ + ε₂)/[2 ln(16/k′²)].

With strip width s₀ = b − a much smaller than a, k′² = (b − a)(b + a)/b² ≈ 2s₀/a. Then 16/k′² ≈ 8a/s₀ = 2a/(s₀/4). Since d ≈ 2a, this is the wire formula with r₀ = s₀/4. The scaling argument had the right form, but its radius was too large by a factor of two.

With r₀ = s₀/4 and d = a + b, the wire formula for b = √2 a has d/r₀ = 23.3 and gives 44.2 pF/m, about 0.2% below the exact value. For b = 2a, d/r₀ = 12 and the result is 56.0 pF/m, about 1% low. The corrected estimate thus remains good for these two geometries, although their strips are not narrow.

Two numerical solutions, whose values are in the numerical output, support the exact result. An integral equation for the strip charge agrees with the formula to rounding error for b/a = 1.2, √2, 2 and 6. A finite-volume solution for b = √2 a, which does not assume an even potential, gives 44.4 pF/m, 0.2% above the formula. Refining its mesh moved it by 0.24%. At x ≈ 0.51a, the mesh line nearest a/2, it finds the same ratio, φ/V = 0.1355, at y = 0.3a and y = −0.3a, despite the ninefold difference in permittivity.

**Real devices**

The example resembles metal electrodes on semi-insulating gallium nitride in air; its material values are rough. The voltage of 100 V was chosen below the minimum breakdown voltage of air, roughly 330 V. At 0.1 µm from the ideal edge, half the assumed metal thickness, the field is 0.38 MV/cm, against a rough breakdown field of 3 MV/cm for the semiconductor. This is the ideal field at one point. It is not the peak field of a real edge, and so does not settle whether the edge breaks down.

The solution also assumes that no other conductor is near. A grounded plane in the semiconductor fixes the potential below the strips but not above them, so the even solution fails. With balanced potentials ±V/2, a plane at 350 µm raises Q/V by less than 0.01%, but one at 5 µm raises it by 25%. A conducting transistor channel left under the electrodes is much shallower still, and the formula should not be used there. A passivation layer much thicker than the slot, with relative permittivity of roughly 7, would replace the air and give (9 + 7)ε₀/2 = 8ε₀, which is 60% more. A thinner layer does less: at 1 µm, a tenth of the slot width, it adds only about 20%.

Smaller corrections, each taken alone, are these:

- Anisotropy: for permittivities 9 along x and 10 along y, rescaling y restores Laplace's equation, and the normal flux then contains √(9 × 10) = 9.49 in place of 9. C rises by 4.9%.
- Metal 0.2 µm thick, standing in the air: C rises by 1.3%.
- Warming by 100 K, with a rough permittivity slope of 10⁻⁴ per K: C rises by 0.9%.
- Finite length: the fields at the ends of a 1 mm pair add roughly 0.5%.

Frequency sets limits too. For a uniform substrate conductivity σ and ohmic contacts, the same field shape gives a conductance per length G = σK(k′)/[2K(k)]. It equals 2πfC at f = σ/[2π(ε₁ + ε₂)], which is 180 Hz for a resistivity of 10⁹ Ω cm. Well below that frequency, leakage dominates the current. For perfect conductors the inductance per length does not depend on the dielectrics, so a wave along the strips travels at c/√(C/C₀), where c is the speed of light in vacuum and C₀ = ε₀ is the capacitance per length with air on both sides. Here C/C₀ = 5, and at 10 GHz the wavelength c/(f√5) is about 13 mm. This is far larger than the cross-section, but a 1 mm electrode is already 7% of it, so treating the pair as a single capacitor becomes approximate.

Real metal adds another limit. With a rough resistivity of 2.4 × 10⁻⁸ Ω m, two strips 2.07 µm wide and 0.2 µm thick have about 116 Ω in series over 1 mm. At 10 GHz this exceeds their inductive reactance of roughly 80 Ω, so the wave is strongly damped and its wavelength is nearer 11 mm. The pair then has a noticeable resistive loss as well as a capacitance.

Numbers as computed

```
vacuum permittivity: 8.8542 pF/m
modulus k = k': 0.70711
K(k) = K(k'): 1.85407
capacitance, formula: 44.271 pF/m
lower half-space share: 39.844 pF/m
upper half-space share: 4.427 pF/m
capacitance, charge equation: 44.271 pF/m
largest relative error, four b/a: 6.7e-16
capacitance, field solution: 44.356 pF/m
field mesh shift, fine-coarse: -0.236 %
potential/V at x near a/2, y=+0.3a: 0.1355
potential/V at x near a/2, y=-0.3a: 0.1355
b=2a: K(k) 1.68575, K(k') 2.15652
b=2a: capacitance 56.63 pF/m
example a: 5.00 um; b: 7.07 um
slot width: 10.00 um
strip width: 2.07 um
voltage: 100 V; electrode length: 1.0 mm
capacitance of electrode pair: 44.27 fF
charge on each electrode: 4.43 pC
slot-centre field: 0.0539 MV/cm
mean slot field: 0.1000 MV/cm
metal thickness (rough input): 0.20 um
field half a thickness from edge: 0.376 MV/cm
semiconductor breakdown (rough input): 3 MV/cm
minimum air breakdown (rough input): 330 V
lateral, vertical permittivity: 9, 10
anisotropy shift of C: 4.87 %
anisotropy test (4,16), field: 4.511 eps0
anisotropy test (4,16), formula: 4.500 eps0
metal-thickness shift of C: 1.30 %
same shift on coarse mesh: 1.30 %
grounded back at 350 um, shift: 0.0071 %
grounded layer at 5 um: 25.21 %
same layer, field solution: 25.14 %
resistivity (rough input): 1e+09 ohm cm
leakage crossover frequency: 180 Hz
permittivity slope (rough input): 1e-04 per K
shift of C for 100 K rise: 0.90 %
strip-end scale 2b/length: 1.41 %
wavelength at 10 GHz: 13.4 mm
```
